Electronic Polarization as a Berry Phase and Its Quantum of Ambiguity, part 2

When the Hamiltonian H(λ) of an insulating crystal changes slowly, with λ running from 0 to 1, the polarization change ΔP is the time integral of the bulk current density.

The electron charge is −e, with e > 0, and each band holds one electron per cell. The lattice vectors are R = n₁a₁ + n₂a₂ + n₃a₃ with integers n_j, and V is the cell volume. The reciprocal vectors obey a_i·b_j = 2π δ_ij, G is any integer combination of them, and the Brillouin zone (BZ) has volume (2π)³/V. The filled cell-periodic states u_nk are orthonormal over one cell. In a smooth periodic gauge they are smooth in k and obey u_n,k+G = e^{−iG·r}u_nk. The connection is A_nk = i⟨u_nk|∂_k u_nk⟩, where ∂_k is the gradient in k.

For independent electrons, an open gap and no macroscopic field, the electronic part of ΔP is

ΔP_el = −e/(2π)³ ∫dλ ∫_BZ d³k Σ_n 2 Im⟨∂_k u_nk|∂_λ u_nk⟩ = P_el(1) − P_el(0),   (13)

P_el = −e/(2π)³ Σ_n ∫_BZ A_nk d³k = −(e/V) Σ_n r̄_n,   (14)

where r̄_n are the electron centres, the mean positions of the Wannier functions. The gauge in the difference must be smooth along the whole path.

By assumption (A3) the change is slow: λ(t) = s(t/T), with a fixed smooth function s, and T is taken to infinity. The first-order state carrying the current has filled-empty energy differences as denominators.

Still to be proved are statement (iii) and Lemma 3.

(iii) For a given Hamiltonian, the values of P_el allowed by different smooth periodic gauges differ by eR/V, and every lattice vector R occurs. The end states alone therefore fix ΔP_el modulo eR/V, while a specified gapped path fixes it completely.

**Lemma 3.** Let a second smooth periodic basis of the same filled space be u'_n = Σ_l u_l U_ln, with a unitary matrix U(k) that is smooth and periodic in k. Then P_el changes by −eR/V, where R is a lattice vector, and every R can be produced.

**Proof.** Inserting the new basis in the sum of connections gives two terms. In the first, the derivative acts on u_l, and U U† = 1 restores the old sum. In the second it acts on U:

Σ_n A'_n = Σ_n A_n + i Tr(U†∂_k U).

Write det U = e^{−iβ(k)}. The identity Tr(U†∂_k U) = ∂_k ln det U gives −i∂_kβ, and hence

Σ_n A'_n = Σ_n A_n + ∂_kβ.

The determinant is periodic, but its phase need not be. Crossing the BZ along b_j can add an integer multiple of 2π:

β(k + b_j) = β(k) + 2πn_j.

Set R = n₁a₁ + n₂a₂ + n₃a₃. Since b_j·R = 2πn_j, the function k·R has the same increments as β, and β(k) − k·R is periodic. The gradient of the periodic part integrates to zero, while the gradient of k·R is the constant R:

∫_BZ ∂_kβ d³k = R (2π)³/V.

Inserting this in (14), the factors (2π)³ cancel and

P'_el = P_el − eR/V.   (15)

Multiplying one basis state by e^{−ik·R} and leaving the others alone realizes any chosen R. ∎

In terms of centres, this gauge change shifts one Wannier function by R. The crystal is unaltered, since the same function was already present in every cell. What has changed is the decision about which of the equivalent centres is assigned to the home cell.

### Proof of (iii)

If only the two end Hamiltonians are known, the gauges at the ends can be chosen independently. By Lemma 3, P_el(0) and P_el(1) are then each known modulo eR/V, and so is their difference. If the path is known, the integral of the current in (13) has a gauge-invariant integrand and a single value.

Now let the path be closed, H(1) = H(0), with the gap open throughout. A gauge carried smoothly along it arrives at a basis of the original filled space, related to the initial basis by some U(k). Lemma 3 gives

ΔP_el(closed) = −eR/V.   (16)

Two gapped paths with common ends form a closed path when one of them is traversed backwards, so their polarization changes differ by a value of this form. ∎

The ambiguity is thus more than a mathematical convention. If R in (16) is not zero, the crystal returns to the same bulk state after charge has passed through it. No function of the bulk state alone could record that passage. Bulk polarization is a lattice of values with spacings eR/V, and a change along a path is an ordinary vector.

### Remarks on the total polarization

**Ions.** Ions of charge Z_s e at positions τ_s add

P_ion = (e/V) Σ_s Z_s τ_s.

Choosing an equivalent ion in another cell changes this by Z_s eR/V, a member of the same set for integer Z_s. In a neutral cell, moving the origin changes the electronic and ionic parts by opposite amounts, so the total does not depend on the origin.

**Spin.** If bands are doubly filled and the same gauge is used for both spins, the electronic part shifts by 2eR/V. If the crystal contains an ion with odd Z_s, the total can still shift by eR/V: reassigning that ion to another cell gives an odd multiple, and electronic shifts of 2eR/V reduce it to one. If all Z_s are even, the totals obtained with a common gauge for both spins are spaced by 2eR/V. This wider spacing belongs to that restriction: a gauge change on one spin alone, or a gapped cycle that acts on one spin alone, can still shift the total by eR/V, as in (iii).

**Inversion symmetry.** Inversion turns a set of total polarizations P₀ + eR/V into −P₀ − eR/V. In an inversion-symmetric crystal the two sets coincide, so 2P₀ must equal eR/V for some R. Along each lattice direction this permits zero or half a quantum. A nonzero value in the set is therefore no proof that a crystal is polar.

### The discrete formula

A numerical diagonalization returns states with arbitrary phases at each k, and these cannot be differentiated. Consider a line of N points k_j with spacing Δ, running across the BZ in direction x. The overlap matrix of neighbouring filled spaces has the determinant

M_j = det⟨u_n,k_j|u_l,k_j+Δ⟩ ≈ 1 + Δ Σ_n⟨u_n|∂_k u_n⟩ = 1 − iΔ Σ_n A_n.

Thus −Im ln M_j ≈ Δ Σ_n A_n, and the Berry phase of the line is

φ = −Im ln(M₁M₂…M_N).   (17)

The last state in the chain is not diagonalized anew but set equal to e^{−iGx}u at the first point. Every basis then occurs once as a bra and once as a ket. A change of basis at one point multiplies one determinant by det U and another by its complex conjugate, and the product is unchanged. The logarithm leaves φ undefined by multiples of 2π, which is the polarization quantum in discrete form.

The error is of second order in Δ. Place the midpoint of a link at k. Reversing the sign of Δ exchanges bra and ket and replaces M by M*, so Im ln M is odd in Δ. Each link then gives Δ Σ_n A_n at its midpoint plus a term of order Δ³. The midpoint sum of a smooth periodic function converges faster than any power of Δ, and the N ∝ 1/Δ cubic terms add up to order Δ².

For parallel chains with period a and cross-section S per chain, V = aS. If the chains do not interact, A depends on the wave number along the chain alone. The transverse integral in (14) gives (2π)²/S, and

P_el = −eφ/(2πS) = −e x̄/V,  x̄ = aφ/2π,   (18)

where x̄ is the summed centre of the filled bands.

### Worked example: two ways to switch a chain

The model has a = 5 Å and S = 20 Å², hence V = 100 Å³. Each cell contains one spinless electron and a fixed ion of charge +e at x = 0. The electron moves in the potential

W(x) = −2V₁cos(Gx − θ) − 2V₂cos(2Gx),  G = 2π/a,

with V₁ = 1 eV and V₂ = 2 eV. These are chosen parameters and describe no particular material. For comparison, the kinetic energy ħ²G²/2m is 6.02 eV. The angle θ plays the part of λ. Reflection x → −x turns θ into −θ, so θ = −60° and θ = +60° are mirror-image polar states.

The smallest gap found on a grid of k and θ over the full cycle is 1.345 eV, so both directions around the circle of θ are allowed. The polarization quantum along the chain is

ea/V = e/S = 0.8011 C/m² = 80.11 μC/cm².

The discrete formula gives the electron centres

x̄(−60°) = −0.11382 a,  x̄(+60°) = +0.11382 a,

so the end states give a displacement of 0.22764 a modulo a. The current integral (13) resolves the ambiguity.

*Through θ = 0.* The electron moves by +0.22764 a, and

ΔP = −0.22764 × 0.8011 C/m² = −0.1824 C/m² = −18.24 μC/cm².

*Through θ = 180°.* Here θ decreases from −60° to −300°, which is the same Hamiltonian as +60°. The electron moves by −0.77236 a, and

ΔP = +0.77236 × 0.8011 C/m² = +0.6187 C/m² = +61.87 μC/cm².

The same two end states are joined by polarization changes of opposite sign. Their difference is 0.6187 + 0.1824 = 0.8011 C/m², one quantum. The tests confirm this for the displacements, which differ by a, and for the full cycle: raising θ by 360° moves every electron forward by one period, so that one electron per chain passes through each cross-section.

With the ion at the origin, the polarization of the state θ = +60° is the set

…, −0.8923, −0.0912, +0.7099, … C/m².

None of these values has a better claim than the others to be the polarization of the bulk. The crystal, ions included, is inversion-symmetric at θ = 0, where the centre is at 0, and at θ = 180°, where it is at a/2. These are the two cases allowed by symmetry, and the second is half a quantum. At θ = ±90° the potential W alone is symmetric about x = ±a/4, but this inversion does not map the ions onto ions, so the restriction does not apply.

**Is the current really this one?** The adiabatic result was tested against a direct solution of the time-dependent Schrödinger equation, in which the velocity operator is integrated over time. A ramp through θ = 0 lasting 100 fs moves the electron by 0.22764 a, equal to the adiabatic value in all digits shown. A ramp of 0.2 fs moves it by 0.0306 a during the ramp. A slow ramp must be long compared with ħ divided by the gap. Since the gap is nowhere below about 1.345 eV, this time is at most about 0.5 fs, and the first ramp is far longer. The second ramp is too short to be slow in the sense of (A3), as its result shows, and formula (13) does not describe the charge transported.

**Convergence.** At θ = +60° the error of the centre, relative to half the current integral, has magnitude 9.7×10⁻⁴ a for 4 k points, 2.4×10⁻⁴ a for 8, 6.1×10⁻⁵ a for 16 and 1.5×10⁻⁵ a for 32. It falls by a factor of about four at each doubling, as derived above.

**Two filled bands.** If the two lowest bands are filled in the same potential, neutrality requires an ion of charge +2e. The smallest gap above them is 3.472 eV. On the path through θ = 0 the summed centre moves by −0.01816 a, both from the current integral and from the determinants in (17). The sign is opposite to that for one band. Since the two bands are separated from each other, their displacements add, and the second band moves by −0.01816 a − 0.22764 a = −0.24580 a. It nearly cancels the first.

### A lattice vector in three dimensions

In a chain, R has one possible direction. The vector character of the quantum was tested in an oblique crystal with

a₁ = (4, 0, 0) Å,  a₂ = (1, 5, 0) Å,  a₃ = (0.5, 1, 6) Å,  V = 120 Å³.

Two orbitals sit at each lattice point. In arbitrary energy units, their Hamiltonian has diagonal elements ±sin θ and the off-diagonal element

f = 1 + ½cos θ + (1 − ½cos θ)e^{−ik·(a₁+a₂)} + 0.2 e^{−ik·a₃}.

The band energies are ±(sin²θ + |f|²)^{1/2}. The first two amplitudes in f differ by cos θ, so |f| ≥ |cos θ| − 0.2. Where sin θ = 0 this gives |f| ≥ 0.8, and elsewhere sin²θ is positive, so the gap never closes. With the lower band filled, one cycle of θ displaces the electrons by

R = a₁ + a₂ = (5, 5, 0) Å.

The polarization change is −eR/V, of magnitude 0.9441 C/m². It points along neither a₁ nor a₂, but it is a member of the set allowed by (16).

Lemma 3 was tested in the same crystal at θ = 90°. A gauge phase β equal to k·(2a₁ − a₃) plus a periodic function shifts the centre computed from the connection by 2a₁ − a₃. The periodic part has no effect.

### Choosing the branch, and where the result fails

In practice P_el is computed at a few points along a path. If the phase φ changes by less than π between neighbouring points, the smallest difference modulo 2π is the right one, and the sum of these differences follows the current. The end points alone do not supply this information. In the chain, taking the smallest difference gives −0.1824 C/m², which is wrong if the switching went through θ = 180°.

If the gap closes on the path, the denominators in the first-order state vanish and the transported charge can depend on the speed. If the filled bands, taken together, have a nonzero Chern number, no smooth periodic gauge exists and (14) is not available in the form given. A macroscopic field destroys the lattice periodicity of H, and a strained cell has lattice vectors that depend on λ; neither case is covered by the proof.

The theorem is a statement about independent electrons in a given effective potential. In Kohn-Sham theory, its numerical value inherits the error of the functional used, and whether the Kohn-Sham current equals that of the interacting electrons is a separate question. The computed values quoted here are collected in the numerical output.

Computed values

```
lattice constant a = 5.0 angstrom
cross-section per chain = 20.0 angstrom^2
cell volume = 100.0 angstrom^3
V1 = 1.0 eV, V2 = 2.0 eV
kinetic energy at k = G: 6.0165 eV
smallest gap on cycle, one filled band = 1.345 eV
smallest gap on cycle, two filled bands = 3.472 eV
Berry centre, theta = -60 deg: -0.11382 a
Berry centre, theta = +60 deg: 0.11382 a
Berry centre change, modulo a: 0.22764 a
current integral, path through 0 deg: 0.22764 a
current integral, path through 180 deg: -0.77236 a
difference of the two paths: 1.000000 a
closed cycle, theta raised by 360 deg: 1.000000 a
time evolution, 100 fs ramp: 0.22764 a
time evolution, 0.2 fs ramp: 0.03061 a
polarization quantum e*a/V = 0.8011 C/m^2
polarization quantum = 80.11 microC/cm^2
Delta P through 0 deg = -0.1824 C/m^2
Delta P through 0 deg = -18.24 microC/cm^2
Delta P through 180 deg = 0.6187 C/m^2
Delta P through 180 deg = 61.87 microC/cm^2
P(+60 deg), branch -1: -0.8923 C/m^2
P(+60 deg), branch +0: -0.0912 C/m^2
P(+60 deg), branch +1: 0.7099 C/m^2
|centre| at theta = 0 deg: 0.00000 a
|centre| at theta = 180 deg: 0.50000 a
Berry centre error at +60 deg, 4 k points: -9.66e-04 a
Berry centre error at +60 deg, 8 k points: -2.43e-04 a
Berry centre error at +60 deg, 16 k points: -6.06e-05 a
Berry centre error at +60 deg, 32 k points: -1.51e-05 a
two filled bands, current integral: -0.01816 a
two filled bands, Berry change: -0.01816 a
3D cell vectors (angstrom): [[4.0, 0.0, 0.0], [1.0, 5.0, 0.0], [0.5, 1.0, 6.0]]
3D cell volume = 120.0 angstrom^3
3D pumped displacement (lattice units): [1. 1. 0.]
3D pumped displacement (angstrom): [5. 5. 0.]
3D size of pumped polarization e|R|/V = 0.9441 C/m^2
3D centre shift by gauge (lattice units): [ 2.  0. -1.]
```
